# Chemical Potential of Water Vapour from Rigid-Rotor Statistics: a numerical check

```python
"""Chemical potential of water vapour, rigid-rotor ideal gas.
Result under test, relative to electronic energy + zero-point energy:
  dmu = -kT ln[(kT/p)/lam^3] - kT ln Z_rot,  about -1.19 eV at 500 K, 100 Pa
  lam   = h/sqrt(2 pi m kT), thermal wavelength of a molecule of mass m
  Z_rot = sqrt(pi)/sigma * sqrt(T^3/(Ta Tb Tc)),  sigma = 2
  Ti    = hbar^2/(2 Ii k), rotational temperatures; Ii = moments of inertia
The constant nuclear-spin factor 4 of the two protons is left out.
Geometry and harmonic frequencies: frozen-core MP2/cc-pVTZ.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.special import gammaln, i0
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
k, h, hbar, eV = sc.k, sc.h, sc.hbar, sc.e
T0, p0, sigma = 500.0, 100.0, 2
mH, mO = 1.008 * sc.atomic_mass, 15.999 * sc.atomic_mass
mass = mO + 2 * mH


# ---------- molecular structure from electronic-structure theory ----------
def positions(r1, r2, angle):
    """O, H, H positions; the bisector of the angle is the y axis."""
    s, c = np.sin(angle / 2), np.cos(angle / 2)
    return np.array([[0, 0, 0], [r1 * s, r1 * c, 0], [-r2 * s, r2 * c, 0]])


@lru_cache(maxsize=None)
def energy_cached(r1, r2, angle):
    xyz = positions(r1, r2, angle)
    mol = gto.M(atom=[(a, tuple(x)) for a, x in zip("OHH", xyz)],
                basis="cc-pvtz", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-7
    mf.kernel()
    assert mf.converged
    pt = mp.MP2(mf, frozen=1)
    pt.kernel()
    return float(pt.e_tot)


def energy(q):
    """Energy in hartree; equal bonds may be exchanged, which saves work."""
    r1, r2 = sorted((round(float(q[0]), 9), round(float(q[1]), 9)))
    return energy_cached(r1, r2, round(float(q[2]), 9))


def gradient_and_hessian(q):
    steps = np.array([0.005, 0.005, 0.01])      # angstrom, angstrom, radian
    D = np.diag(steps)
    e0 = energy(q)
    ep = [energy(q + D[i]) for i in range(3)]
    em = [energy(q - D[i]) for i in range(3)]
    g = np.array([(ep[i] - em[i]) / (2 * steps[i]) for i in range(3)])
    F = np.zeros((3, 3))
    for i in range(3):
        F[i, i] = (ep[i] + em[i] - 2 * e0) / steps[i]**2
        for j in range(i):
            both = energy(q + D[i] + D[j]) + energy(q - D[i] - D[j])
            F[i, j] = F[j, i] = (both - ep[i] - em[i] - ep[j] - em[j]
                                 + 2 * e0) / (2 * steps[i] * steps[j])
    return g, F


q_eq = np.array([0.96, 0.96, np.radians(104.0)])   # starting guess only
for _ in range(2):
    grad, force = gradient_and_hessian(q_eq)
    newton_step = np.linalg.solve(force, grad)
    q_eq = q_eq - newton_step
assert np.max(np.abs(newton_step)) < 2e-3          # search has settled
r_eq, angle_eq = 0.5 * (q_eq[0] + q_eq[1]) * 1e-10, q_eq[2]


def internal(x):
    o, a, b = x.reshape(3, 2)
    u, v = a - o, b - o
    ru, rv = np.linalg.norm(u), np.linalg.norm(v)
    return np.array([ru, rv, np.arccos(u @ v / (ru * rv))])


x_eq = positions(*q_eq)[:, :2].ravel()
Bmat = np.array([(internal(x_eq + d) - internal(x_eq - d)) / 2e-5
                 for d in 1e-5 * np.eye(6)]).T
hartree = sc.value("Hartree energy")
cart = Bmat.T @ force @ Bmat * hartree / 1e-20
roots = np.sqrt(np.repeat([mO, mH, mH], 2))
omega = np.sqrt(np.linalg.eigvalsh(cart / np.outer(roots, roots))[-3:])
wavenumbers = omega / (2 * np.pi * sc.c * 100)
zpe = 0.5 * hbar * omega.sum()


# ---------- derived formulas ----------
def inertia(r, angle):
    Ib = 2 * mH * r**2 * np.sin(angle / 2)**2
    Ia = 2 * mH * mO / mass * r**2 * np.cos(angle / 2)**2
    return np.array([Ia, Ib, Ia + Ib])


def wavelength(T):
    return h / np.sqrt(2 * np.pi * mass * k * T)


def z_rot(T, r=r_eq):
    theta = hbar**2 / (2 * inertia(r, angle_eq) * k)
    return np.sqrt(np.pi) / sigma * np.sqrt(T**3 / np.prod(theta))


def mu_trans(T, p):
    return -k * T * np.log(k * T / p / wavelength(T)**3)


def delta_mu(T, p, r=r_eq):
    return mu_trans(T, p) - k * T * np.log(z_rot(T, r))


kT = k * T0
lam = wavelength(T0)
moments = inertia(r_eq, angle_eq)
rot_temps = hbar**2 / (2 * moments * k)
mu = delta_mu(T0, p0)

# ---------- test: moments of inertia from the full tensor ----------
xyz = positions(r_eq, r_eq, angle_eq)
m3 = np.array([mO, mH, mH])
xyz = xyz - m3 @ xyz / mass
tensor = sum(m * (x @ x * np.eye(3) - np.outer(x, x)) for m, x in zip(m3, xyz))
assert np.allclose(np.linalg.eigvalsh(tensor) / moments, 1, atol=1e-8)


# ---------- test: quantum rotor with proton-spin weights ----------
def rotor_levels(jmax):
    """Levels in kelvin and weights; k counts spin about the symmetry axis."""
    ta, tb, tc = rot_temps
    levels, weights = [], []
    for J in range(jmax + 1):
        kk = np.arange(-J, J + 1)
        JJ = J * (J + 1)
        H = np.diag(tb * kk**2 + (ta + tc) / 2 * (JJ - kk**2)).astype(float)
        for i in range(2 * J - 1):
            n = kk[i]
            H[i, i + 2] = H[i + 2, i] = (ta - tc) / 4 * np.sqrt(
                float((JJ - n * (n + 1)) * (JJ - (n + 1) * (n + 2))))
        for parity, spin_weight in ((0, 1), (1, 3)):
            idx = np.where(kk % 2 == parity)[0]
            if len(idx):
                e = np.linalg.eigvalsh(H[np.ix_(idx, idx)])
                levels.append(e)
                weights.append(np.full(len(e), spin_weight * (2 * J + 1)))
    return np.concatenate(levels), np.concatenate(weights)


levels, weights = rotor_levels(60)


def z_rot_quantum(T):
    return np.sum(weights * np.exp(-levels / T)) / 4   # spin factor removed


dev500 = z_rot_quantum(T0) / z_rot(T0) - 1
dev1000 = z_rot_quantum(2 * T0) / z_rot(2 * T0) - 1
assert abs(dev500) < 0.02            # leading quantum correction is of order Ti/T
assert 1.8 < dev500 / dev1000 < 2.2  # and it dies out as 1/T

# ---------- test: chemical potential and pressure from explicit sums ----------
N = 10000
L = (N * kT / p0)**(1 / 3)
n_box = np.arange(1, 400001, dtype=float)


def free_energy(number, length):
    s = np.sum(np.exp(-h**2 * n_box**2 / (8 * mass * length**2 * kT)))
    log_q = 3 * np.log(s) + np.log(z_rot_quantum(T0))
    return -kT * (number * log_q - gammaln(number + 1))


mu_direct = free_energy(N + 1, L) - free_energy(N, L)
assert abs(mu_direct - mu) < 1e-3 * eV   # rotor quantum correction remains
Lp, Lm = L * (1 + 1e-4), L * (1 - 1e-4)
p_direct = -(free_energy(N, Lp) - free_energy(N, Lm)) / (Lp**3 - Lm**3)
assert abs(p_direct / p0 - 1) < 1e-4     # wall correction is of order lam/L

# ---------- test: temperature slope ----------
slope = mu / T0 - 4 * k
slope_fd = (delta_mu(T0 + 0.1, p0) - delta_mu(T0 - 0.1, p0)) / 0.2
assert abs(slope_fd / slope - 1) < 1e-6

# ---------- neglected effects ----------
x_vib = hbar * omega / kT
mu_vib = kT * np.sum(np.log(1 - np.exp(-x_vib)))
vib_sum = [np.sum(np.exp(-x * np.arange(60))) for x in x_vib]
assert abs(mu_vib + kT * np.sum(np.log(vib_sum))) < 1e-9 * eV
mu_quantum_rot = -kT * np.log(1 + dev500)

# second virial coefficient of dipolar hard spheres, rough parameters
dipole_D, diameter = 1.9, 0.27e-9
dipole = dipole_D * 1e-21 / sc.c
x0 = dipole**2 / (4 * np.pi * sc.epsilon_0 * diameter**3 * kT)
node, wt = np.polynomial.legendre.leggauss(40)
c1, c2 = np.meshgrid(node, node)
w2 = np.outer(wt, wt) / 4
s12 = np.sqrt((1 - c1**2) * (1 - c2**2))
integral = 0.0
for t, w in zip((node + 1) / 2, wt / 2):   # t = (diameter/distance)^3
    mean = np.sum(w2 * np.exp(2 * x0 * t * c1 * c2) * i0(x0 * t * s12))
    integral += w * (mean - 1) / t**2
B2 = 2 * np.pi * diameter**3 / 3 * (1 - integral)
mu_virial = B2 * p0
degeneracy = p0 * lam**3 / kT
assert abs(mu_virial) < 1e-5 * eV and degeneracy < 1e-6
mu_corrected = mu + mu_vib + mu_quantum_rot + mu_virial
assert abs(mu / eV + 1.19) < 0.005
assert abs(mu_corrected / eV + 1.19) < 0.005

# ---------- output ----------
meV = eV / 1000
print(f"temperature                          {T0:.0f} K")
print(f"pressure                             {p0:.0f} Pa")
print(f"pressure                             {p0 / sc.torr:.3f} Torr")
print(f"mass of H atom (input)               {mH / sc.atomic_mass:.3f} u")
print(f"mass of O atom (input)               {mO / sc.atomic_mass:.3f} u")
print(f"molecular mass                       {mass:.5e} kg")
print(f"MP2 O-H bond length                  {r_eq * 1e9:.5f} nm")
print(f"MP2 H-O-H angle                      {np.degrees(angle_eq):.2f} deg")
print(f"kT                                   {kT:.5e} J")
print(f"kT                                   {kT / eV:.6f} eV")
print(f"thermal wavelength                   {lam:.5e} m")
print(f"volume per molecule kT/p             {kT / p0:.5e} m^3")
print(f"(kT/p)/lam^3                         {1 / degeneracy:.5e}")
print(f"ln[(kT/p)/lam^3]                     {-np.log(degeneracy):.4f}")
for name, I, th in zip("abc", moments, rot_temps):
    print(f"moment of inertia I{name}                 {I:.4e} kg m^2")
    print(f"rotational temperature T{name}            {th:.3f} K")
print(f"symmetry number                      {sigma}")
print(f"classical Z_rot                      {z_rot(T0):.3f}")
print(f"ln Z_rot                             {np.log(z_rot(T0)):.4f}")
print(f"translational part of dmu            {mu_trans(T0, p0) / eV:.4f} eV")
print(f"rotational part of dmu               {(mu - mu_trans(T0, p0)) / eV:.4f} eV")
print(f"RESULT dmu                           {mu / eV:.4f} eV")
print(f"RESULT dmu                           {mu * sc.N_A / 1000:.2f} kJ/mol")
print(f"dmu from explicit level sums         {mu_direct / eV:.4f} eV")
print(f"pressure from -dF/dV                 {p_direct:.4f} Pa")
print(f"quantum Z_rot, spin factor removed   {z_rot_quantum(T0):.3f}")
print(f"quantum/classical Z_rot - 1, {T0:.0f} K   {100 * dev500:.3f} %")
print(f"quantum/classical Z_rot - 1, {2 * T0:.0f} K  {100 * dev1000:.3f} %")
print(f"change per decade of pressure        {kT * np.log(10) / eV:.4f} eV")
print(f"temperature slope                    {slope / meV:.3f} meV/K")
for i, wn in enumerate(wavenumbers, 1):
    print(f"MP2 harmonic wavenumber {i}            {wn:.0f} cm^-1")
print(f"harmonic zero-point energy           {zpe / eV:.3f} eV")
print(f"mu from bare electronic energy       {(mu + zpe) / eV:.3f} eV")
print(f"neglected: vibrational excitation    {mu_vib / meV:.3f} meV")
print(f"neglected: quantum rotor correction  {mu_quantum_rot / meV:.3f} meV")
print(f"rough dipole (input)                 {dipole_D:.1f} D")
print(f"rough hard-sphere diameter (input)   {diameter * 1e9:.2f} nm")
print(f"model second virial coefficient      {B2:.2e} m^3 per molecule")
print(f"neglected: non-ideality              {mu_virial / meV:.1e} meV")
print(f"degeneracy parameter p lam^3/kT      {degeneracy:.2e}")
print(f"dmu with these corrections           {mu_corrected / eV:.4f} eV")
print(f"shift for 1 % longer bonds           {(delta_mu(T0, p0, 1.01 * r_eq) - mu) / meV:.2f} meV")
print(f"error if sigma is forgotten          {-kT * np.log(2) / meV:.2f} meV")
print(f"shift if spin factor 4 is kept       {-kT * np.log(4) / meV:.2f} meV")
print("OK")
```

Running it gives:

```
temperature                          500 K
pressure                             100 Pa
pressure                             0.750 Torr
mass of H atom (input)               1.008 u
mass of O atom (input)               15.999 u
molecular mass                       2.99146e-26 kg
MP2 O-H bond length                  0.09591 nm
MP2 H-O-H angle                      103.52 deg
kT                                   6.90325e-21 J
kT                                   0.043087 eV
thermal wavelength                   1.83949e-11 m
volume per molecule kT/p             6.90325e-23 m^3
(kT/p)/lam^3                         1.10907e+10
ln[(kT/p)/lam^3]                     23.1294
moment of inertia Ia                 1.0478e-47 kg m^2
rotational temperature Ta            38.439 K
moment of inertia Ib                 1.8996e-47 kg m^2
rotational temperature Tb            21.202 K
moment of inertia Ic                 2.9474e-47 kg m^2
rotational temperature Tc            13.665 K
symmetry number                      2
classical Z_rot                      93.892
ln Z_rot                             4.5421
translational part of dmu            -0.9966 eV
rotational part of dmu               -0.1957 eV
RESULT dmu                           -1.1923 eV
RESULT dmu                           -115.04 kJ/mol
dmu from explicit level sums         -1.1927 eV
pressure from -dF/dV                 100.0010 Pa
quantum Z_rot, spin factor removed   94.755
quantum/classical Z_rot - 1, 500 K   0.918 %
quantum/classical Z_rot - 1, 1000 K  0.457 %
change per decade of pressure        0.0992 eV
temperature slope                    -2.729 meV/K
MP2 harmonic wavenumber 1            1652 cm^-1
MP2 harmonic wavenumber 2            3855 cm^-1
MP2 harmonic wavenumber 3            3975 cm^-1
harmonic zero-point energy           0.588 eV
mu from bare electronic energy       -0.604 eV
neglected: vibrational excitation    -0.374 meV
neglected: quantum rotor correction  -0.394 meV
rough dipole (input)                 1.9 D
rough hard-sphere diameter (input)   0.27 nm
model second virial coefficient      -9.27e-29 m^3 per molecule
neglected: non-ideality              -5.8e-05 meV
degeneracy parameter p lam^3/kT      9.02e-11
dmu with these corrections           -1.1930 eV
shift for 1 % longer bonds           -1.29 meV
error if sigma is forgotten          -29.87 meV
shift if spin factor 4 is kept       -59.73 meV
OK
```
